\section*{Why Gamma-only metal supercells with a partly filled shell distort}

\section{A force on a perfect lattice}

Suppose a metal is modelled by a periodic supercell and its electronic states are sampled at the Gamma point alone. The atoms start on their ideal sites with a small random disturbance. Instead of returning, they move away, the energy falls, and the relaxed cell has a lower symmetry. Read at face value, this is a structural instability of the metal. It may instead be an instability of the sampling, and the two are easily confused, because the relaxation has correctly found a lower energy of the finite system it was given.

A ring of 16 atoms, solved below, shows the size of the effect. Its lattice is stiff, and the infinite chain with the same parameters is displaced by about $10^{-4}$ Å. In the ring, each atom feels a force of 0.75 eV/Å as soon as an alternating displacement begins, and settles 0.011 Å from its ideal site. The cause is a Jahn--Teller effect: a degenerate level at the Fermi energy is partly filled, and splitting it lowers the energy in proportion to the displacement. An elastic energy, quadratic in the displacement, cannot oppose this near the origin.

\section{Why a partly filled shell gives a linear energy}

Consider independent electrons in a supercell of $N$ atoms, one per primitive cell. Occupations are integers and each occupied orbital holds two electrons of opposite spin. Atomic units are used in the algebra. Let the displacements be $u$ times a fixed pattern $p_j$ with $\sum_j p_j=0$, and write
\begin{equation}
H(u)=H_0+uV+O(u^2),\qquad V=\sum_j p_jV_j ,
\end{equation}
where $V_j$ is the response to moving atom $j$. At $u=0$ the Fermi level falls in a shell of $g$ degenerate orbitals containing $n$ electron pairs, with $0<n<g$.

Let $P$ project onto any complete degenerate level of $H_0$. A lattice translation commutes with $H_0$ and therefore with $P$, so replacing $V$ by its translated copy does not change $\mathrm{Tr}(PV)$. Averaging over all $N$ translations gives every atom the same weight:
\begin{equation}
\mathrm{Tr}(PV)=\frac1N\Big(\sum_jp_j\Big)\mathrm{Tr}\Big(P\sum_iV_i\Big)=0 .
\end{equation}
Completely filled levels thus contribute nothing linear in $u$. Neither does the repulsion between ions, whose first derivative is the same for every atom and multiplies $\sum_jp_j$.

Inside the shell, degenerate perturbation theory gives the levels $\varepsilon_F+uw_i$, where $w_1\le\dots\le w_g$ are the eigenvalues of $PVP$ in the shell. Their sum is zero. Assume they are not all zero, and let $s_n=w_1+\dots+w_n$. If $s_n\ge0$, then $w_n\ge s_n/n\ge0$, and all higher eigenvalues are non-negative too. A zero total then requires $s_n=0$ and $w_{n+1}=\dots=w_g=0$. Since $0\le w_n\le w_{n+1}=0$, the lower eigenvalues are all non-positive with zero sum, so they vanish as well. This contradicts the assumption, hence $s_n<0$.

For $u>0$ the energy therefore changes by $2us_n<0$. For $u<0$ the same argument applies to $-V$. The ideal lattice is a downward kink in both directions, although the two slopes need not be equal.

The linear term is bounded by $2n\|V\||u|$. For short-ranged hopping and a fixed displacement per atom, $\|V\|$ does not grow with $N$, whereas the elastic energy of a pattern with a fixed wave number, such as bond alternation, grows as $N$. With a fixed number of shell pairs, the linear energy per atom has a weight of at most order $1/N$. The ring reaches this order.

\section{The ring and its levels}

The model has one orbital per site, $N$ electrons on $N$ sites, and no electron repulsion. With $d_j=x_{j+1}-x_j$ the stretch of bond $j$, the hopping is $h_j=-(t-\alpha d_j)$ and the elastic energy is $\tfrac12K\sum_jd_j^2$. Bond alternation means
\begin{equation}
x_j=(-1)^ju,\quad d_j=-2(-1)^ju,\quad h_j=-t-2\alpha u(-1)^j .
\end{equation}
Each $d_j^2$ is $4u^2$, so the elastic energy is $2NKu^2$.

Apply $H$ to a plane wave $\psi_j=e^{ikj}$, $k=2\pi\ell/N$ with integer $\ell$. Since $h_{j-1}=-t+2\alpha u(-1)^j$,
\begin{align}
(H\psi)_j&=h_je^{ik(j+1)}+h_{j-1}e^{ik(j-1)}\nonumber\\
&=-2t\cos k\,e^{ikj}-4i\alpha u\sin k\,e^{i(k+\pi)j}.
\end{align}
The last factor uses $(-1)^j=e^{i\pi j}$. Alternation couples $k$ to $k+\pi$, whose undistorted energies are $\mp2t\cos k$, through an element of magnitude $4\alpha|u\sin k|$. The two-by-two problem gives
\begin{equation}
\varepsilon_\pm(k)=\pm2\sqrt{t^2\cos^2k+4\alpha^2u^2\sin^2k}.
\label{bands}
\end{equation}

If $N=4m$, the points $k=\pm\pi/2$ are allowed. They form a twofold shell at zero energy. Below it lie the $2m-1$ orbitals with $|k|<\pi/2$, which hold $4m-2$ electrons, leaving two for the shell. These could fill one of its two orbitals. By Eq.~\eqref{bands} the shell splits into $\pm4\alpha|u|$, and the pair takes the lower level, which gives $-8\alpha|u|$. If $N=4m+2$, the points $\pm\pi/2$ are absent; the $2m+1$ orbitals with $|k|<\pi/2$ hold all electrons, and the shell is closed.

\section{The distorted minimum}

For $N=4m$, two electrons in each lower branch give
\begin{equation}
E(u)=2NKu^2-8\alpha|u|-4\sum_{|k|<\pi/2}\sqrt{t^2\cos^2k+4\alpha^2u^2\sin^2k}.
\end{equation}
Away from the shell, for small $u$,
\begin{equation}
\sqrt{t^2\cos^2k+4\alpha^2u^2\sin^2k}\simeq t\cos k+\frac{2\alpha^2u^2\sin^2k}{t\cos k}.
\end{equation}
Collecting the terms in $u^2$,
\begin{align}
E(u)-E(0)&\simeq-8\alpha|u|+\tfrac12Nk_Nu^2,\label{energy}\\
k_N&=4K-\frac{16\alpha^2}{Nt}\sum_{|k|<\pi/2}\frac{\sin^2k}{\cos k}.\label{stiff}
\end{align}
The expansion needs $2\alpha|u\tan k|\ll t$ for the level nearest the shell. There $|\tan k|=\cot(2\pi/N)\simeq N/2\pi$, so the condition is $N\alpha|u|/(\pi t)\ll1$.

For $k_N>0$, setting the derivative at $u>0$ to zero gives $-8\alpha+Nk_Nu_0=0$. Hence
\begin{align}
u_0&=\frac{8\alpha}{Nk_N},\\
E(0)-E(u_0)&=8\alpha u_0-\tfrac12Nk_Nu_0^2=\frac{32\alpha^2}{Nk_N}.
\end{align}
A larger $K$ makes the distortion smaller but does not remove it.

Take the round parameters $t=1.2$ eV, $\alpha=1.5$ eV/Å and $K=20$ eV/Å$^2$. For $N=16$, the points in the sum are $0,\pm\pi/8,\pm\pi/4,\pm3\pi/8$, and
\begin{align}
\sum\frac{\sin^2k}{\cos k}&=2(0.1585+0.7071+2.2304)=6.192,\\
k_{16}&=80-\frac{16(1.5)^2}{16(1.2)}\,6.192=68.39\ \text{eV/Å}^2 .
\end{align}
Then $u_0=12/(16\times68.39)=0.01097$ Å and the total gain is $72/(16\times68.39)=0.0658$ eV. Minimizing the energy from full diagonalization gives 0.01096 Å and 0.0658 eV, or 0.0207 bohr and 0.00242 hartree. The expansion parameter $N\alpha u_0/(\pi t)$ is 0.07, consistent with this agreement.

The slope $-8\alpha=-12$ eV/Å is shared by all atoms. Atoms on the same sublattice are equivalent and the total force is zero, so each force has magnitude $8\alpha/N=0.75$ eV/Å. It is directed along the displacement as $u\to0$. In an unrestricted relaxation from one set of random displacements, none above 0.0015 Å, the ring reached the same alternating minimum. Alternation was not imposed.

\section{How the error decreases with size}

The force falls as $1/N$, from 1.5 eV/Å at $N=8$ to 0.094 eV/Å at $N=128$. The displacement falls more slowly, from 0.0201 to 0.0019 Å: a factor of about 10 for a factor of 16 in size. The reason is the softening in Eq.~\eqref{stiff}. Put $|k|=\pi/2-q$. Near the shell $\sin^2k/\cos k\simeq1/q$, with $q=2\pi r/N$ and $r=1,2,\dots$ on each side, so the sum grows as
\begin{equation}
2\sum_r\frac{N}{2\pi r}\sim\frac N\pi\ln N .
\end{equation}
Doubling a large ring thus lowers $k_N$ by $16\alpha^2\ln2/(\pi t)=6.62$ eV/Å$^2$. From $N=64$ to 128 the calculated drop is $55.248-48.634=6.61$ eV/Å$^2$.

The undistorted ring also has an energy error. Its electronic energy is $-4t\sum_{|k|<\pi/2}\cos k$. Writing the cosine sum as a geometric series with step $\phi=2\pi/N$, and using $m\phi=\pi/2$,
\begin{equation}
\sum_{\ell=-(m-1)}^{m-1}\cos\ell\phi=\frac{\sin[(m-\frac12)\phi]}{\sin(\phi/2)}=\cot\frac\pi N .
\end{equation}
Since $\cot y\simeq1/y-y/3$, the energy is $-4tN/\pi+4\pi t/(3N)$ to this order. The first term is the energy of $N$ sites of the infinite undistorted chain, so the open-shell ring lies too high by about $4\pi t/(3N)=0.314$ eV for $N=16$; diagonalization gives 0.315 eV. The energy gained by distortion, 0.0658 eV, is 21\% as large as this error of the undistorted ring.

\section{More k-points, and shifted ones}

With $N_k$ regularly spaced k-points including Gamma, the wave numbers of an $N$-site cell are
\begin{equation}
k=\frac{2\pi}{N}\Big(\ell+\frac p{N_k}\Big)=\frac{2\pi(\ell N_k+p)}{NN_k},\quad p=0,\dots,N_k-1 .
\end{equation}
These are the wave numbers of a ring with $NN_k$ sites. For even $N$ the alternation also continues unbroken from cell to cell. With one common Fermi level, the energies per atom are equal, and for $N=4m$ the force becomes $8\alpha/(NN_k)$. Eight sites with four k-points give 0.375 eV/Å, as does the 32-site ring at Gamma. The error is weakened but not removed.

Sampling at a half-step shift, $k=2\pi(\ell+\frac12)/N$, reaches $\pi/2$ when $\ell+\frac12=N/4$. This is impossible for $N=4m$ but possible for $N=4m+2$. The shift therefore removes the slope for 16 sites and creates the full $-12$ eV/Å for 18. What matters is whether a degenerate sampled level is partly filled and split by the displacement, not whether the point is called Gamma.

At Gamma the 18-site ring has no linear term and a positive stiffness of 54.2 eV/Å$^2$, so it is stable against small alternation. It is nevertheless softer than $k_{16}$. Its nearest levels lie at $q=\pi/N$ instead of $2\pi/N$, and each contributes about $1/q$ to the softening. They account for about 10 of the 14 eV/Å$^2$ difference; the rest comes from the other levels.

\section{When the linear term is absent}

The argument needs a nonzero matrix within the shell. A displacement wave of wave number $Q$ couples $k$ to $k\pm Q$ at first order, while the two shell states of the ring differ by $\pi$. A wave with three periods around 16 sites has $Q=3\pi/8$ and gives no slope.

It also needs unequal filling. If the two shell electrons have parallel spins, each occupies one orbital, and their energies $+4\alpha|u|$ and $-4\alpha|u|$ cancel. Without repulsion the parallel and paired states are degenerate at $u=0$; repulsion, omitted here, would affect which is lower. Equal fractional filling of the shell gives the same cancellation. A calculation that starts on the ideal sites with such a filling reports zero force, although with paired electrons and integer occupations a lower energy lies beside it.

Thermal smearing replaces the kink by a smooth curve. Let $\tau$ be the smearing energy $k_BT$. The levels occur in pairs $\pm\varepsilon$, so the chemical potential stays at zero at half filling. For both spins, one pair contributes
\begin{align}
F_\varepsilon&=-2\tau\ln\big[(1+e^{-\varepsilon/\tau})(1+e^{\varepsilon/\tau})\big]\nonumber\\
&=-4\tau\ln\big[2\cosh(\varepsilon/2\tau)\big],
\end{align}
because the product equals $2+2\cosh(\varepsilon/\tau)=4\cosh^2(\varepsilon/2\tau)$. For the shell, $\varepsilon=4\alpha|u|$. When $2\alpha|u|\gg\tau$ this returns $-8\alpha|u|$. When $2\alpha|u|\ll\tau$, the expansion $\ln\cosh y\simeq y^2/2$ gives
\begin{equation}
F_{\rm shell}\simeq-4\tau\ln2-\frac{8\alpha^2u^2}{\tau}.
\end{equation}
If $\tau$ is far below the distance to the next level, the other electrons still supply $\tfrac12Nk_Nu^2$. The symmetric ring is then stable against small alternation when
\begin{equation}
\tau>\tau_c=\frac{16\alpha^2}{Nk_N}.
\end{equation}
For $N=16$ this is $36/(16\times68.39)=0.0329$ eV, and the sign change of the diagonalized free energy occurs at the same value. The next level, at 0.918 eV, is 28 times higher, as the estimate requires. Below $\tau_c$ the kink is gone but the distortion remains.

\section{What the infinite chain does}

One dimension needs care, because the infinite half-filled chain also distorts. This is the Peierls effect, and its energy has a different form. Let $\delta=2\alpha|u|/t$. The elastic energy per site is $Kt^2\delta^2/(2\alpha^2)$, and the electronic energy per site is
\begin{equation}
e(\delta)=-\frac{4t}{\pi}\int_0^{\pi/2}\!\sqrt{\cos^2k+\delta^2\sin^2k}\;dk .
\end{equation}
Differentiating, and substituting $s=\cos k$,
\begin{equation}
-\frac{de}{d\delta}=\frac{4t\delta}{\pi}I,\qquad I=\int_0^1\frac{\sqrt{1-s^2}}{\sqrt{s^2+\delta^2(1-s^2)}}\,ds .
\end{equation}
For small $\delta$ the denominator may be replaced by $\sqrt{s^2+\delta^2}$. Writing $\sqrt{1-s^2}=1-(1-\sqrt{1-s^2})$ separates the logarithm, and $\delta$ can be set to zero in the remainder:
\begin{align}
I&\simeq\ln\frac2\delta-\int_0^1\frac{1-\sqrt{1-s^2}}{s}\,ds\nonumber\\
&=\ln\frac2\delta-\int_0^1\frac{y}{1+y}\,dy=\ln\frac4\delta-1 .
\end{align}
Here $y=\sqrt{1-s^2}$, and the last integral is $1-\ln2$. Integrating over $\delta$ gives
\begin{equation}
e(\delta)-e(0)\simeq-\frac{2t}{\pi}\delta^2\Big(\ln\frac4\delta-\frac12\Big).
\end{equation}
The slope at the origin is zero: the linear term belongs to discrete sampling. Balancing the elastic force, $Kt^2/\alpha^2=(4t/\pi)I$, yields
\begin{equation}
\delta_\infty\simeq4\exp\Big(-1-\frac{\pi Kt}{4\alpha^2}\Big).
\end{equation}
The exponent is $-9.378$, so $\delta_\infty=3.38\times10^{-4}$ and $u=1.35\times10^{-4}$ Å. The 16-site ring is displaced 81 times as far, and the 128-site ring still 14 times. The artefact dominates while $N\ll1/\delta_\infty$, which is about 3000 here; at $N=3000$ the exact minimum is still 1.6 times the infinite-chain value, and at $N=12000$ it is within 2\% of it. The small-$u$ expansion needs $N\delta/2\pi\ll1$. It is good to 2\% at $N=3000$ and fails near $10^4$ sites, where the genuine Peierls distortion has taken over. Closed-shell rings err the other way: with $N=4m+2$ there is no distortion at all up to at least 4002 sites.

\section{A three-dimensional cell}

The shell argument did not assume a ring. Consider a $4\times4\times4$ simple-cubic cell with the same $t$ and $\alpha$, in which only the stretch along each bond changes its hopping. Along each axis $\cos k$ takes the values $1,0,0,-1$. The lowest levels, at $-6t$, $-4t$ and $-2t$, therefore have degeneracies 1, 6 and 15. Twenty electrons fill seven orbitals and put three pairs in the 15-fold shell.

For a random displacement pattern whose Cartesian components have unit variance, multiplied by an amplitude in Å, the electronic slope is $-17.5$ eV/Å in one direction and $-16.6$ eV/Å in the other. Both are downward. They differ because reversing the pattern selects the opposite end of the shell's spectrum. With 14 electrons the shell is empty and the slope vanishes. An elastic energy, not included in this cell, would be quadratic and could not remove the kink.

These results suggest a check for a distorted Gamma-only cell: repeat the relaxation with denser k-points. A distortion caused by one partly filled shell shrinks as that shell loses weight, while a genuine one tends to a nonzero limit. The decrease need not be monotonic, because each mesh has its own shell at the Fermi level. For the cubic pattern above, the slope per cell has magnitude about 0.8, 1.6, 0.03 and 0.3 eV/Å for $2^3$, $3^3$, $4^3$ and $5^3$ points, and the 18-site ring distorts only for even $N_k$ at these sizes. A shrinking distortion also does not exclude a small genuine one: the 16-site cell with six k-points is still displaced 18 times as far as the infinite chain. The ring shows why a single change of sampling is not enough, since a shifted point can close one shell and open another. The numerical output gives the values for all ring sizes.

\section*{Table of computed values}
\begin{verbatim}
hopping t = 1.2 eV, alpha = 1.5 eV/A, K = 20.0 eV/A^2
N=16: shell level slopes = -6.000, 6.000 eV/A
N=16: next level above the shell = 0.9184 eV
Rings with N = 4m, minimum found by diagonalization:
 N=8: slope -12.0000 eV/A, force per atom 1.50000 eV/A
   k_N 74.697 eV/A^2, u0 0.020079 A (formula 0.020081 A)
   total gain 0.120482 eV (formula 0.120487 eV)
 N=16: slope -12.0000 eV/A, force per atom 0.75000 eV/A
   k_N 68.390 eV/A^2, u0 0.010963 A (formula 0.010967 A)
   total gain 0.065790 eV (formula 0.065799 eV)
 N=32: slope -12.0000 eV/A, force per atom 0.37500 eV/A
   k_N 61.848 eV/A^2, u0 0.006060 A (formula 0.006063 A)
   total gain 0.036371 eV (formula 0.036380 eV)
 N=64: slope -12.0000 eV/A, force per atom 0.18750 eV/A
   k_N 55.248 eV/A^2, u0 0.003391 A (formula 0.003394 A)
   total gain 0.020355 eV (formula 0.020363 eV)
 N=128: slope -12.0000 eV/A, force per atom 0.09375 eV/A
   k_N 48.634 eV/A^2, u0 0.001926 A (formula 0.001928 A)
   total gain 0.011560 eV (formula 0.011566 eV)
N=16 main results: u0 = 0.020718 bohr, gain = 0.002418 hartree
Slope, N=18 closed shell: 0.0000 eV/A
Slope, N=16 half-step shifted k: 0.0000 eV/A
Slope, N=18 half-step shifted k: -12.0000 eV/A
Slope, N=16 parallel shell spins: 0.0000 eV/A
Slope, N=16 wave with 3 periods: 0.0000 eV/A
N=18 stiffness per atom = 54.171 eV/A^2
N=8 with 4 k-points: force per atom = 0.37500 eV/A
Relaxation start: largest displacement = 0.00142 A
Relaxation end: alternating amplitude = 0.010963 A
N=16 undistorted: energy above infinite chain = 0.31497 eV
N=16: part of this recovered by distortion = 0.209
N=16 critical smearing kT = 0.03290 eV (formula 0.03290 eV)
Infinite chain: 2 alpha u/t = 3.3840e-04 (formula 3.3840e-04)
Infinite chain: u = 1.3536e-04 A
Cubic 64 atoms: 7 filled orbitals below a 15-fold shell
 20 electrons, direction +1: slope = -17.501 eV/A
 20 electrons, direction -1: slope = -16.600 eV/A
 14 electrons, closed shell: slope = 0.000 eV/A
\end{verbatim}
